# Catalytic Deprotection with First-Order Acid Loss: Effective Time and Conversion Cap, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From acid loss to an effective bake time

**Q.** A resist film is exposed, acid forms, and the film is baked for 60 s. You tell me that acid disappears during the bake. I would just use a smaller rate constant. Why should anything more be needed?

**A.** A smaller constant can be fitted to one bake, but it will not serve for another bake time. To see why, we need the rate equations.

In the type of chemically amplified resist considered here, the polymer carries protecting groups that control its solubility in the developer. During the bake, acid catalyses their removal. Let $P(t)$ be the concentration of sites still protected at bake time $t$, and $P_0$ its initial value. Let $H(t)$ be the acid concentration, with $H(0)=H_0$. I take the removal rate to be first order in sites and first order in acid:

$$\frac{dP}{dt}=-kHP .$$

Dividing by the constant $P_0$ and writing $m=P/P_0$ gives

$$\frac{dm}{dt}=-kHm,\qquad m(0)=1 .$$

The conversion is $X=1-m$. With $H$ in nm$^{-3}$ and time in s, $k$ has the unit nm$^3$/s, so that $kH$ is a rate in s$^{-1}$. "Linear" will mean first order in acid. The film is uniform, the temperature is constant, and no acid is produced during the bake.

**Q.** Each deprotection involves an acid. Doesn't that already use the acid up?

**A.** Not in this model. The acid is a catalyst: it takes part in the reaction and is released again, so deprotection contributes no term to $dH/dt$. The loss is a separate process, such as trapping by a base or escape from the film. I describe it by

$$\frac{dH}{dt}=-qH,\qquad q>0 ,$$

with constant $q$ in s$^{-1}$. For escape, this requires that acid diffuses across the film much faster than it is released at the surface. Otherwise the acid is depleted near the surface, and the equations for a uniform film do not apply. For a film of thickness $L$ that loses acid through one surface, with acid diffusion coefficient $D$, the condition is $D\gg qL^2$. With $L=100$ nm and $q=0.020$ s$^{-1}$ this means $D\gg200$ nm$^2$/s, whereas acid that spreads about 10 nm in a 60 s bake has $D\approx1$ nm$^2$/s. In such a film, escape does not act as a uniform first-order loss.

**Q.** Trapping by a base needs two partners. Why is its rate proportional to the acid alone?

**A.** In general it isn't. If $B$ is the base concentration and $k_B$ the trapping constant, then

$$\frac{dH}{dt}=-k_BHB,\qquad \frac{dB}{dt}=-k_BHB .$$

Subtracting the equations shows that $B-H$ is constant. While $H$ falls from $H_0$ towards zero, $B$ can therefore fall by at most $H_0$. Relative to its initial value $B_0$, that change is at most $H_0/B_0$. If $B_0\gg H_0$, the base concentration hardly changes, and $q\approx k_BB_0$ is nearly constant. If the two concentrations are comparable, first-order loss is a poor description, and the results below that use a constant $q$ do not apply. Nor do they apply if the acid is in excess, as it usually is in the exposed parts of a resist with added base. The amount $H_0-B_0$ then remains active after the base is used up, and trapping sets no cap on the conversion.

**Q.** Suppose the base is in large excess. How much acid is left at time $t$?

**A.** Multiply the acid equation by $e^{qt}$ and bring both terms to one side:

$$e^{qt}\frac{dH}{dt}+qe^{qt}H=\frac{d}{dt}\left(He^{qt}\right)=0 .$$

The product rule gives the middle expression. The quantity $He^{qt}$ therefore keeps its initial value $H_0$, and

$$H(t)=H_0e^{-qt}.$$

**Q.** So I replace $H_0$ by $H_0e^{-qt}$ in the loss-free answer, and we are done?

**A.** No. That would treat the film as if it had held its final, lowest acid concentration from the start. The sites respond to the whole acid history. Define the catalytic exposure

$$E(t)=\int_0^tH(s)\,ds,\qquad \frac{dE}{dt}=H(t),\qquad E(0)=0 .$$

Now differentiate the product $me^{kE}$:

$$\frac{d}{dt}\left(me^{kE}\right)=e^{kE}\left(\frac{dm}{dt}+kHm\right)=0 ,$$

because the bracket vanishes by the site equation. The product keeps its initial value, which is $1\cdot e^0=1$. Hence

$$m(t)=e^{-kE(t)} .$$

This holds for any acid history, as long as $k$ is constant. Neither the initial nor the final concentration matters by itself; what enters is the area under the acid curve.

**Q.** Then evaluate that area.

**A.** With the exponential decay,

$$E(t)=H_0\int_0^te^{-qs}\,ds
=H_0\left[-\frac{e^{-qs}}{q}\right]_0^t
=H_0\,\frac{1-e^{-qt}}{q}.$$

The upper limit supplies $-e^{-qt}/q$. Subtracting the lower limit, $-1/q$, supplies $+1/q$. The remaining factor has the dimension of time, so I give it a symbol:

$$\tau(t)=\frac{1-e^{-qt}}{q},\qquad E(t)=H_0\tau(t).$$

The conversion is then

$$X(t)=1-e^{-kH_0\tau(t)} .$$

If no acid is lost, $H=H_0$ throughout, $E=H_0t$, and the conversion is $1-e^{-kH_0t}$. The two laws have the same form, with $\tau$ in the place of $t$.

**Q.** Your formula divides by $q$. Does it survive when the loss is switched off?

**A.** Yes. For small $qt$ the exponential is $e^{-qt}=1-qt+q^2t^2/2-\dots$, so

$$\tau=\frac{qt-q^2t^2/2+\dots}{q}=t-\frac{qt^2}{2}+\dots$$

The factor $q$ cancels, and $\tau\to t$ as $q\to0$ at fixed $t$.

**Q.** I could still keep the clock time and blame the rate constant. Writing $kH_0\tau=(k\tau/t)H_0t$ gives an effective constant $k\tau/t$.

**A.** That is a correct rewriting, but $\tau/t$ depends on the bake time. It starts at 1 for a short bake and falls towards zero for a long one. A constant fitted to a 60 s bake therefore fails at 120 s. The description by $k$, $q$ and $H_0$ uses the same parameters for every bake time.

You can also read $H_0\tau/t$ as the acid concentration averaged over the bake. Inserting this average into the loss-free law is correct, because the area $E$ is the average multiplied by $t$.

**Q.** Is $\tau$ more than a convenient abbreviation? What time does it measure?

**A.** It is the mean time for which one initial acid is active during the bake. With loss rate $q$, the probability that an acid is still present at time $s$ is $e^{-qs}$. In a short interval $ds$ it contributes, on average, $e^{-qs}ds$ of active time. Adding these contributions from 0 to $t$ gives $\tau$. An acid lost early contributes little, and an acid that survives the bake contributes the full time $t$.

**Q.** You found $\tau$ in an exponent. Perhaps it works there because first-order site kinetics happens to give an exponential.

**A.** The site law can be more general. Let

$$\frac{dm}{dt}=-kHf(m),$$

where $f$ is a smooth function of the protected fraction. From the definition of $\tau$,

$$\frac{d\tau}{dt}=e^{-qt}>0 ,$$

so $\tau$ increases steadily with $t$ and can replace it as the independent variable. The chain rule gives

$$\frac{dm}{d\tau}=\frac{dm/dt}{d\tau/dt}
=\frac{-kH_0e^{-qt}f(m)}{e^{-qt}}
=-kH_0f(m).$$

The decaying factor has cancelled. What remains is the loss-free equation with $\tau$ as its time, and it has the same starting value because $\tau(0)=0$. A smooth $f$ gives one solution for a given starting value. The film with acid loss at time $t$ therefore has the same $m$ as the loss-free film at time $\tau(t)$.

For $f(m)=m^2$, for example, the loss-free equation gives

$$\frac{d}{d\tau}\left(\frac1m\right)=-\frac{1}{m^2}\frac{dm}{d\tau}=kH_0,
\qquad m=\frac{1}{1+kH_0\tau}.$$

This case was tested numerically. Integrating with acid loss for 60 s and without loss for the corresponding $\tau$ gave the same remaining fraction within the numerical tolerance.

**Q.** Put numbers on the first-order site law. I want to see whether the correction matters.

**A.** Take round model parameters: $k=0.80$ nm$^3$/s, $H_0=0.050$ nm$^{-3}$ and $q=0.020$ s$^{-1}$. They do not describe a particular resist. The initial deprotection rate is

$$kH_0=0.80\times0.050=0.040\ \text{s}^{-1}.$$

For a 60 s bake, $qt=0.020\times60=1.2$. The acid fraction left is $e^{-1.2}=0.301$, and

$$\tau=\frac{1-0.3012}{0.020}=34.9\ \text{s}.$$

The exponent is $0.040\times34.94=1.398$, which gives

$$X=1-e^{-1.398}=0.753 .$$

Without loss the exponent would be $0.040\times60=2.4$ and the conversion $1-e^{-2.4}=0.909$. In this example the loss leaves about 25 % of the sites protected instead of about 9 %.

**Q.** At the start of the bake there has been no time to lose acid. Could I ignore the loss for a short bake?

**A.** Yes, and the error can be bounded. For $s>0$ we have $e^{-qs}<1$. Integrating from 0 to $t$ gives $\tau<t$.

For a lower bound, consider $g(u)=e^{-u}-1+u$. It has $g(0)=0$ and $g'(u)=1-e^{-u}>0$ for $u>0$. Hence $g(u)>0$, which means $e^{-u}>1-u$. Setting $u=qs$ and integrating gives

$$\tau>\int_0^t(1-qs)\,ds=t-\frac{qt^2}{2}.$$

Together,

$$t-\frac{qt^2}{2}<\tau<t,\qquad t>0 .$$

The time deficit $t-\tau$, relative to $t$, is therefore less than $qt/2$. For a 5 s bake in the example, the lower bound is $5-0.020\times25/2=4.75$ s, while $\tau=4.758$ s. The deficit is about 5 % of the bake time.

**Q.** Then I could measure $q$ from the initial slope of the conversion curve?

**A.** The initial slope does not contain $q$. Let $y=kH_0\tau$ and expand to second order in time:

$$\begin{aligned}
X&=1-e^{-y}=y-\frac{y^2}{2}+\dots\\
&=kH_0\left(t-\frac{qt^2}{2}\right)-\frac{(kH_0t)^2}{2}+\dots\\
&=kH_0t-\frac{kH_0(q+kH_0)}{2}\,t^2+\dots
\end{aligned}$$

The slope at $t=0$ is $kH_0$. Acid loss first appears in the curvature, where it adds to the effect of site depletion. To separate $q$ from $kH_0$, one needs data beyond the initial straight part.

**Q.** Let me go to the other end. If 60 s gives 75 %, I can leave the film on the hot plate until it reaches 99 %.

**A.** Not with these parameters. Since $e^{-qt}>0$ at every finite time,

$$\tau(t)=\frac{1-e^{-qt}}{q}<\frac1q .$$

The clock time can grow without limit, but the effective time cannot. Here $1/q=50$ s. Because $X$ increases with $\tau$, it stays below the value obtained by inserting $\tau=1/q$:

$$X(t)<X_{\rm cap}=1-e^{-A},\qquad A=\frac{kH_0}{q}.$$

The curve approaches $X_{\rm cap}$ as $t\to\infty$, so no lower cap would do. In the example $A=0.040/0.020=2$ and $X_{\rm cap}=1-e^{-2}=0.865$. If the loss is trapping by a base with $k_BB_0=q$, this value needs a very large excess of base, because the base is consumed and the loss slows down: the two-species equations give a cap of 0.878 for $B_0=10H_0$ and 0.912 for $B_0=3H_0$.

**Q.** Show me that a longer bake really buys so little.

**A.** Here is the same film at several bake times:

| $t$ (s) | $\tau$ (s) | $X$, loss | $X$, no loss |
|---:|---:|---:|---:|
| 15 | 13.0 | 0.405 | 0.451 |
| 30 | 22.6 | 0.594 | 0.699 |
| 60 | 34.9 | 0.753 | 0.909 |
| 120 | 45.5 | 0.838 | 0.992 |
| 240 | 49.6 | 0.862 | 0.9999 |

Going from 120 s to 240 s adds 120 s to the clock but only about 4 s to $\tau$. The conversion rises by about 0.025. Direct numerical integration of the two rate equations agrees with the closed formula at all five times.

**Q.** What does the number $A$ mean physically?

**A.** It compares two rates: the initial deprotection rate $kH_0$ of a site and the loss rate $q$ of an acid. It is also the total exponent available in an unlimited bake, since $kH_0$ acts for the effective time $1/q$.

If $A\ll1$, then $1-e^{-A}\approx A$. Most sites remain protected, because the acid disappears before a typical site has reacted. If the sites far outnumber the acids, each acid may still have deprotected many of them. If $A\gg1$, the unconverted fraction $e^{-A}$ is small, and the cap lies close to complete conversion. Acid loss still slows the last part of the reaction, but the limit it sets may then be of little practical concern.

## Part 2. The cap, the acid needed and the limits of the law

The protected fraction is $m$, the conversion is $X=1-m$, and the acid concentration is $H=H_0e^{-qt}$. The deprotection constant is $k$ and the acid loss rate is $q$. For a uniform film with constant $k$ and $q$, Part 1 gave

$$X=1-e^{-kH_0\tau},\qquad \tau=\frac{1-e^{-qt}}{q},$$

$$X_{\rm cap}=1-e^{-A},\qquad A=\frac{kH_0}{q}.$$

The example has $k=0.80$ nm$^3$/s, $H_0=0.050$ nm$^{-3}$ and $q=0.020$ s$^{-1}$, so $A=2$ and $X_{\rm cap}=0.865$.

**Q.** How quickly does the conversion approach the cap? The table looked almost flat at the end.

For first-order acid loss in a uniform film, the conversion follows the loss-free law with the effective time $\tau$ in place of $t$, and it stays below the cap $1-e^{-A}$ however long the bake. What remains is how quickly the cap is approached, what bake time and initial acid a target conversion requires, and where the law reaches its limits.

Numbers in the example were calculated in double precision.
